# Depletion of Diffusing Adsorbates Near an Absorbing Growth Edge

## A case that can be solved by halving

Consider a square lattice of adsorption sites with spacing \(a\), bounded by a straight edge of growing film. Number the columns parallel to the edge \(j=1,2,\dots\), with the edge at \(j=0\). Adsorbates arrive at rate \(F\) per area, hop to each neighbouring site at rate \(\Gamma\), and desorb after a mean time \(T\). Any adsorbate that reaches the edge is incorporated, so the density there is \(n_0=0\).

In steady state the density does not vary along the edge, so hops in that direction cancel. Column \(j\) obeys
\[
0=F-\frac{n_j}{T}+\Gamma\,(n_{j+1}+n_{j-1}-2n_j).
\]
Far from the edge the hopping term vanishes and \(n=FT\). Define the relative deficit \(d_j=1-n_j/(FT)\). Substituting \(n_j=FT(1-d_j)\) and dividing by \(F\) gives
\[
d_j=\Gamma T\,(d_{j+1}+d_{j-1}-2d_j),\qquad d_0=1. \tag{1}
\]
Now take \(\Gamma T=2\) and try \(d_j=2^{-j}\). The right side is \(2\cdot2^{-j}(\tfrac12+2-2)=2^{-j}\), as required. The deficit halves with each column: the density is \(\tfrac12,\tfrac34,\tfrac78,\dots\) of its far value.

The edge is thus felt through an exponential tail, with no sharp boundary between depleted and undepleted surface. The decay length is \(a/\ln2\approx1.44a\). Since \(D=\Gamma a^2\), as shown in Lemma 2, \(\sqrt{DT}=\sqrt2\,a\approx1.41a\), which is already close. When many hops fit into one lifetime the two lengths merge.

## Assumptions and theorem

The growth edge is the line \(x=0\), and the non-growth surface fills \(x>0\).

1. \(F\) is uniform and counts adsorbates that stick.
2. Diffusion is isotropic with constant \(D\), defined by a mean square displacement \(2Dt\) along each axis.
3. Desorption has constant rate \(1/T\) per adsorbate, and no other loss on the surface matters.
4. Adsorbates are dilute and do not interact.
5. The edge is straight, effectively at rest, and absorbs every adsorbate that reaches it.
6. Hops are short compared with \(\lambda=\sqrt{DT}\), the terrace is much wider than \(\lambda\), and exposure has lasted several \(T\).

**Theorem.** Under these assumptions
\[
n(x)=FT\left(1-e^{-x/\lambda}\right),\qquad \lambda=\sqrt{DT}, \tag{2}
\]
and the edge collects \(F\lambda\) adsorbates per unit length and time.

**Proof.** The current density in the \(+x\) direction is \(J=-D\,\partial n/\partial x\). A strip of width \(dx\) gains \(J(x)-J(x+dx)=D\,(\partial^2n/\partial x^2)\,dx\) per unit edge length by diffusion. Adding arrival and desorption,
\[
\frac{\partial n}{\partial t}=D\frac{\partial^2n}{\partial x^2}-\frac nT+F. \tag{3}
\]
In steady state set \(u=FT-n\). Then \(n''=-u''\) and \(F-n/T=u/T\), so \(Du''=u/T\), or \(u''=u/\lambda^2\). The general solution is \(u=Be^{x/\lambda}+Ce^{-x/\lambda}\). A bounded density requires \(B=0\), and \(n(0)=0\) requires \(C=FT\). This is (2).

The current into the edge flows toward \(-x\), so it equals
\[
-J(0)=Dn'(0)=\frac{DFT}{\lambda}=\frac{F\lambda^2}{\lambda}=F\lambda. \qquad\blacksquare
\]

**Remark on the meaning of \(\lambda\).** At \(x=\lambda\) the density has recovered to \(1-e^{-1}=0.632\) of its far value. Recovery to 90% requires \(e^{-x/\lambda}=0.1\), or \(x=\lambda\ln10\approx2.3\lambda\). The length \(\lambda\) is the width of a band whose whole arrival would supply the edge, but the surface within that band is not empty.

**Remark on the assumptions.** An additional first-order loss with rate \(k\) replaces \(1/T\) by \(1/T+k\) in (3), so \(\lambda\) becomes \(\sqrt{D/(1/T+k)}\) and the far density \(F/(1/T+k)\). For an edge of curvature radius \(R\), the Laplacian contains an extra term of size \(n'/R\). Compared with \(n''\sim n'/\lambda\), it is small when \(R\gg\lambda\).

An edge advancing at speed \(v\) adds \(vn'\) to the balance in the moving frame. Its size relative to \(Dn''\) is \(v\lambda/D\). If each captured adsorbate extends the film by one site area \(a^2\), and this is the only supply, then \(v=F\lambda a^2\) and the ratio is \(Fa^2\lambda^2/D=FTa^2\). That is the far site coverage, already assumed small.

## What the length means for one adsorbate

**Lemma 1.** An adsorbate landing at distance \(x\) reaches the edge before desorbing with probability \(p(x)=e^{-x/\lambda}\). On a surface without an edge, its displacement \(y\) along one axis at desorption has probability density \(g(y)=e^{-|y|/\lambda}/(2\lambda)\).

**Proof.** During a short time \(dt\) the adsorbate survives with probability \(1-dt/T\) and moves by \(\xi\), with \(\langle\xi\rangle=0\) and \(\langle\xi^2\rangle=2D\,dt\). Therefore
\[
p(x)=\left(1-\frac{dt}{T}\right)\langle p(x+\xi)\rangle
=p+Dp''\,dt-\frac pT\,dt+o(dt).
\]
Hence \(Dp''=p/T\). With \(p(0)=1\) and \(p\) bounded, \(p=e^{-x/\lambda}\).

For the second claim, release adsorbates at \(y=0\) at unit rate. Their steady density \(s\) obeys \(Ds''-s/T+\delta(y)=0\), so \(s=Ce^{-|y|/\lambda}\). Integrating across \(y=0\) gives \(D[s'(0^+)-s'(0^-)]=-1\), that is \(2DC/\lambda=1\) and \(C=\lambda/(2D)\). Desorption occurs at rate \(s/T\), so \(g=s/T=\lambda e^{-|y|/\lambda}/(2DT)=e^{-|y|/\lambda}/(2\lambda)\). \(\blacksquare\)

The total capture \(\int_0^\infty Fp\,dx=F\lambda\) agrees with the theorem. The density \(g\) gives \(\langle|y|\rangle=\lambda\) and \(\langle y^2\rangle=2\lambda^2\). Thus \(\lambda\) is the mean absolute displacement along one axis, while the rms displacement along that axis is \(\sqrt2\,\lambda\).

A simulation of 40000 random walks with \(\lambda=10a\) gave a mean absolute displacement of \(1.007\lambda\), an rms value of \(1.418\lambda\), and a capture probability from \(x=\lambda\) of 0.3647, against \(e^{-1}=0.3679\). The statistical standard error of this probability is about 0.0024, so the difference is unremarkable.

## From hops to the continuum

**Lemma 2.** On the square lattice \(D=\Gamma a^2\), and the deficit decays as \(e^{-qj}\) with
\[
2\sinh\frac q2=\frac a\lambda. \tag{4}
\]

**Proof.** Hops along \(\pm x\) occur at total rate \(2\Gamma\), each adding \(a^2\) to the mean square displacement. Thus \(2\Gamma a^2t=2Dt\), and \(\lambda^2=DT=\Gamma Ta^2\). Inserting \(d_j=e^{-qj}\) in (1) gives
\[
1=\Gamma T(e^q+e^{-q}-2)=4\,\Gamma T\sinh^2\frac q2.
\]
Taking the positive root, with \(\Gamma T=(\lambda/a)^2\), gives (4). \(\blacksquare\)

For small \(\epsilon=a/\lambda\), inversion of (4) gives \(q=\epsilon-\epsilon^3/24+\dots\), so the decay length is \(a/q\approx\lambda(1+\epsilon^2/24)\). Even at \(\Gamma T=1\), where \(\lambda=a\), the lattice length is \(1.039a\), a 4% excess over the continuum value.

If hopping and desorption share the prefactor \(\nu\), then at surface temperature \(T_s\)
\[
\Gamma=\nu e^{-E_{\rm diff}/kT_s},\qquad \frac1T=\nu e^{-E_{\rm des}/kT_s},
\]
and \(\lambda=a\sqrt{\Gamma T}\) becomes
\[
\lambda=a\exp\frac{E_{\rm des}-E_{\rm diff}}{2kT_s}. \tag{5}
\]
Heating speeds up diffusion, but it shortens the lifetime by a larger factor when \(E_{\rm des}>E_{\rm diff}\). The depletion length then falls.

## An edge that is hard to enter

**Proposition 1.** Let the last hop into the edge have rate \(\Gamma_e\le\Gamma\). To leading order in \(a/\lambda\),
\[
n=FT(1-Ae^{-x/\lambda}),\qquad
A=\frac{1}{1+(a/\lambda)(\Gamma/\Gamma_e-1)}, \tag{6}
\]
and the edge current is \(AF\lambda\).

**Proof.** The balance of column 1 keeps its ordinary form if a fictitious density \(n_0\) is defined by \(\Gamma(n_1-n_0)=\Gamma_en_1\). Then \(n_1=n_0/(1-\Gamma_e/\Gamma)\), and the current per edge length is
\[
a\Gamma_en_1=\kappa n_0,\qquad \kappa=\frac{a\Gamma_e}{1-\Gamma_e/\Gamma}.
\]
The same current equals \(a\Gamma(n_1-n_0)=D(n_1-n_0)/a\approx Dn'(0)\). The boundary condition is therefore \(Dn'(0)=\kappa n(0)\). The bounded solution \(n=FT(1-Ae^{-x/\lambda})\) satisfies it if \(DA/\lambda=\kappa(1-A)\), so \(A=1/[1+D/(\kappa\lambda)]\). Finally,
\[
\frac{D}{\kappa\lambda}=\frac{\Gamma a^2}{\lambda}\,\frac{1-\Gamma_e/\Gamma}{a\Gamma_e}
=\frac a\lambda\left(\frac{\Gamma}{\Gamma_e}-1\right).
\]
The current is \(Dn'(0)=DFTA/\lambda=AF\lambda\). \(\blacksquare\)

The edge reaction changes the amplitude of the depletion and leaves its length alone. A mobile adsorbate returns to the edge many times, so a modest barrier does little. The amplitude falls to about one half when \(\Gamma/\Gamma_e\approx\lambda/a\). For an extra barrier \(\Delta E\) with unchanged prefactor, \(\Gamma/\Gamma_e=e^{\Delta E/kT_s}\), and (5) gives the crossover
\[
\Delta E\approx\tfrac12(E_{\rm des}-E_{\rm diff}).
\]

## A terrace between two growth areas

**Proposition 2.** For absorbing edges at \(x=0\) and \(x=w\), with \(s=w/(2\lambda)\),
\[
n=FT\left[1-\frac{\cosh((x-w/2)/\lambda)}{\cosh s}\right], \tag{7}
\]
and the edges together capture the fraction \(\tanh(s)/s\) of all arrivals on the terrace.

**Proof.** The deficit still obeys \(u''=u/\lambda^2\). The solution symmetric about \(w/2\) is \(u=C\cosh((x-w/2)/\lambda)\), and \(u(0)=FT\) gives \(C=FT/\cosh s\). Since \(n'=-u'\), we have \(n'(0)=(FT/\lambda)\tanh s\), so each edge receives \(F\lambda\tanh s\). Two edges divided by the supply \(Fw\) give \(2\lambda\tanh(s)/w=\tanh(s)/s\). \(\blacksquare\)

For \(s\gg1\) the edges act separately. For \(s\ll1\), \(\cosh z\approx1+z^2/2\) gives
\[
n\approx\frac{FT}{2\lambda^2}\left[\frac{w^2}{4}-\left(x-\frac w2\right)^2\right]=\frac{F}{2D}\,x(w-x).
\]
The lifetime has dropped out. Nearly every adsorbate finds an edge, and the width of the terrace sets the scale of the profile in place of \(\lambda\).

## The start of exposure

**Proposition 3.** If the surface is empty at \(t=0\), the current into an isolated absorbing edge is \(F\lambda\,\mathrm{erf}\sqrt{t/T}\).

**Proof.** Consider a uniform layer of unit density deposited a time \(s\) ago. Without desorption it becomes \(c=\mathrm{erf}(z)\), with \(z=x/\sqrt{4Ds}\). This is zero at the edge and starts at one for \(x>0\). It solves the diffusion equation because both \(\partial c/\partial s\) and \(D\,\partial^2c/\partial x^2\) equal \(-(z/s)e^{-z^2}/\sqrt\pi\). Desorption multiplies it by \(e^{-s/T}\). Summing over arrivals,
\[
n(x,t)=F\int_0^t e^{-s/T}\,\mathrm{erf}\frac{x}{\sqrt{4Ds}}\,ds.
\]
The slope of \(c\) at the edge is \(1/\sqrt{\pi Ds}\). With \(s=Tv^2\), \(ds=2Tv\,dv\), the current is
\[
F\int_0^t e^{-s/T}\sqrt{\frac{D}{\pi s}}\,ds
=F\lambda\,\frac{2}{\sqrt\pi}\int_0^{\sqrt{t/T}}e^{-v^2}dv. \qquad\blacksquare
\]

For \(t\ll T\) this is \(2F\sqrt{Dt/\pi}\). Desorption has not yet acted, and the depletion extends over a length of order \(\sqrt{Dt}\). The current reaches 84% of its final value at \(t=T\) and 99% at \(3.32T\).

## Consequence for unwanted nuclei

**Proposition 4.** Suppose nuclei form on the non-growth surface at local rate \(Kn^m\), with constant \(K\) and integer \(m\ge1\), and consume few adsorbates. The nuclei missing near the edge equal those of a completely bare band of width
\[
\lambda H_m,\qquad H_m=1+\tfrac12+\dots+\tfrac1m.
\]

**Proof.** Divide the missing rate by the far rate \(K(FT)^m\). With \(v=1-e^{-x/\lambda}\), \(dv=(1-v)\,dx/\lambda\), so
\[
\int_0^\infty\left[1-(1-e^{-x/\lambda})^m\right]dx
=\lambda\int_0^1\frac{1-v^m}{1-v}\,dv
=\lambda\int_0^1(1+v+\dots+v^{m-1})\,dv=\lambda H_m. \qquad\blacksquare
\]

If nuclei form from pairs of adsorbates, \(m=2\) and the width is \(1.5\lambda\). The pairs consume few adsorbates only if the loss \(2Kn^2\) is small against \(n/T\), that is \(2KFT^2\ll1\). The nuclei already formed must also be too sparse to act as sinks of their own. This is again an equivalent width: at \(x=\lambda\) the pair rate is \(0.632^2\approx0.40\) of its far value.

## Worked example

The following round parameters represent no particular material: \(a=0.3\) nm, \(\nu=10^{13}\) s\(^{-1}\), \(E_{\rm diff}=0.4\) eV, \(E_{\rm des}=0.8\) eV, \(T_s=450\) K and \(F=100\) nm\(^{-2}\) s\(^{-1}\). The hop rate is \(\Gamma=3.313\times10^8\) s\(^{-1}\) and the lifetime is \(T=91.12\) µs. Hence
\[
D=3.313\times10^8\times0.3^2=2.98\times10^7\ \mathrm{nm^2\,s^{-1}}=2.98\times10^{-7}\ \mathrm{cm^2\,s^{-1}},
\]
\[
\lambda=\sqrt{2.982\times10^7\times9.112\times10^{-5}}\ \mathrm{nm}=52.1\ \mathrm{nm}.
\]
The far density is \(FT=9.11\times10^{-3}\) nm\(^{-2}\), or \(8.2\times10^{-4}\) adsorbates per site, so site blocking is negligible. Meetings are not rare, however. An area \(\lambda^2\) holds \(FT\lambda^2\approx25\) adsorbates, and each adsorbate meets some tens of others before it desorbs. Assumptions 3 and 4 therefore also require that a meeting almost never leaves a bound pair. The density recovers to 90% at 120 nm. The edge collects \(F\lambda=100\times52.12\approx5212\) adsorbates per nm and second.

Here \(\lambda/a=173.7\). The lattice and continuum profiles differ by at most \(5.1\times10^{-7}\) of the far density. This matches the lengthening found after Lemma 2: it shifts the profile by \((\epsilon^2/24)(x/\lambda)e^{-x/\lambda}\), whose maximum, at \(x=\lambda\), is \(\epsilon^2/(24e)=5.1\times10^{-7}\).

The depletion length is 99 nm at 400 K and 31 nm at 500 K. At 450 K, extra edge barriers of 0.1, 0.2 and 0.3 eV leave amplitudes of 0.93, 0.50 and 0.07. The crossover lies at half of \(0.8-0.4\) eV, as predicted.

A 90 nm terrace between two absorbing edges has \(s=0.863\). The edges capture 81% of its arrivals, and the midpoint density is 0.284 of the wide-terrace value. Pair nucleation there runs at \(0.284^2\approx0.08\) of the wide-terrace rate. Beside an isolated edge, the equivalent bare band for pair nucleation is 78 nm wide. Both pair figures assume \(2KFT^2\ll1\). If every meeting nucleated, pairing would replace desorption as the main loss, and the far density, the edge current and the band would all be much smaller. The edge current comes within 1% of its steady value after 302 µs. The far density, which rises as \(FT(1-e^{-t/T})\), needs \(T\ln100\approx420\) µs, so for these parameters the steady profile applies to exposures longer than that. The numerical output lists the remaining values.

## Calculated quantities

```
Lattice spacing: 0.3 nm; prefactor: 1e+13 1/s
Diffusion barrier: 0.4 eV; desorption energy: 0.8 eV
Temperature: 450 K; arrival F: 100 nm^-2 s^-1
Hop rate to each neighbour: 3.313e+08 1/s
D: 2.982e+07 nm^2/s = 2.982e-07 cm^2/s
Mean time to desorption T: 91.12 microseconds
Depletion length L: 52.12 nm; L/a: 173.7
Far density F T: 9.112e-03 nm^-2
Far site coverage: 8.20e-04
Lattice n/(F T) at x = 0.5 L: 0.3935
Lattice n/(F T) at x = 1 L: 0.6321
Lattice n/(F T) at x = 2 L: 0.8647
Lattice n/(F T) at x = 3 L: 0.9502
Largest profile difference, lattice-continuum: 5.1e-07
Distance for 90% recovery: 120.0 nm
Edge current from lattice: 5212.2 nm^-1 s^-1
Edge current F L: 5212.2 nm^-1 s^-1
Measured decay length at 400 K: 99.31 nm
Measured decay length at 450 K: 52.12 nm
Measured decay length at 500 K: 31.12 nm
Decay length at hop rate*T = 1: 1.0390 a (continuum 1 a)
Random walks: 40000, with L = 10 a
Walk capture from x = L: 0.3647; exp(-1): 0.3679
Walk mean |displacement|: 1.007 L; rms: 1.418 L
Edge barrier 0.1 eV: lattice amplitude 0.935, formula 0.934
Edge barrier 0.2 eV: lattice amplitude 0.502, formula 0.501
Edge barrier 0.3 eV: lattice amplitude 0.071, formula 0.071
Terrace width: 90 nm; width/(2L): 0.8634
Terrace midpoint n/(F T): 0.2839
Terrace fraction captured by edges: 0.8085
Edge current/(F L) at t = 0.25 T: 0.520
Edge current/(F L) at t = 1.00 T: 0.843
Edge current/(F L) at t = 3.00 T: 0.986
Time to 99% edge current: 3.32 T = 302 microseconds
Equivalent bare band, m = 1: 52.12 nm = 1.0000 L
Equivalent bare band, m = 2: 78.18 nm = 1.5000 L
Equivalent bare band, m = 3: 95.56 nm = 1.8333 L
```
